\section*{Wannier Interpolation of the Berry Curvature Summed over Occupied Bands, part 1}

(Sections cited here and not found follow in the later parts.)

\section{Form of the answer}

The Berry curvature $\Omega_{\alpha\beta}$ is bilinear in $k$-derivatives of normalized states, so it has the dimension of an area and is antisymmetric in $\alpha,\beta$. A Wannier interpolation supplies three $M\times M$ matrices at any $\mathbf k$: the Hamiltonian $H$ with its gradient, a position matrix $A_\alpha$ (a length) and its curl $\Omega^{W}_{\alpha\beta}$ (an area). The curvature of a band depends on the eigenstates and their first derivatives, not on the energies, so the Hamiltonian can enter only through the matrix $U$ that diagonalizes it and through $D_\alpha=U^\dagger\partial_\alpha U$, which is a length. Its off-diagonal part is shown below to be the ratio of a gradient element to an energy difference. With a bar for matrices rotated by $U$, the available areas are
\begin{equation}
\bar\Omega_{\alpha\beta},\qquad D_\alpha\bar A_\beta,\qquad D_\alpha D_\beta,\qquad \bar A_\alpha\bar A_\beta .
\end{equation}
The last one is excluded by a limit. If $U$ is independent of $\mathbf k$, then $D=0$ and the curvature is $\bar\Omega$ by definition, so no separate $\bar A\bar A$ term can be present.

A symmetry fixes how the occupations $f_n$ enter the band sum. Let a set of bands have equal occupation and mix them with a unitary $W(\mathbf k)$. Their connection matrix becomes $W^\dagger AW+iX$ with $X_\alpha=W^\dagger\partial_\alpha W=-X_\alpha^\dagger$. The summed curvature is the curl of the trace of the connection, and it changes by
\begin{equation}
i\,\mathrm{Tr}\,(\partial_\alpha W^\dagger\partial_\beta W-\partial_\beta W^\dagger\partial_\alpha W)=-i\,\mathrm{Tr}\,[X_\alpha,X_\beta]=0 ,
\end{equation}
because $\partial_\alpha W^\dagger=-X_\alpha W^\dagger$, $\partial_\beta W=WX_\beta$, and a commutator of finite matrices is traceless. Choose $W=1$ at the point of interest with an arbitrary gradient there. This leaves $\bar A$ and $\bar\Omega$ untouched at that point and shifts $D_{nm}$ inside the set by an arbitrary $X_{nm}$. The sum therefore cannot depend on $D_{nm}$ when $f_n=f_m$, and since it is linear in the occupations, every term containing $D_{nm}$ carries the weight $f_m-f_n$. The result must read
\begin{equation}
\sum_nf_n\bar\Omega_{nn}+\sum_{nm}(f_m-f_n)\,\big[c_1(D_{\alpha,nm}\bar A_{\beta,mn}-D_{\beta,nm}\bar A_{\alpha,mn})+c_2D_{\alpha,nm}D_{\beta,mn}\big],
\end{equation}
and the algebra has to supply two numbers, $c_1=1$ and $c_2=i$.

The cancellation of occupied--occupied contributions holds for pairs of equal occupation. It removes such pairs from the terms containing $D$, while $\bar\Omega_{nn}$ of the occupied bands remains as a trace.

\section{Matrices in the Wannier gauge}

The electrons are independent particles in a lattice-periodic Hamiltonian $\hat H$. A group of $M$ bands, separated from all others by a direct gap at every $\mathbf k$, is spanned by orthonormal Wannier functions $|\mathbf Rn\rangle$, $n=1,\dots,M$, which are lattice translates of $|\mathbf 0n\rangle$ and decay exponentially. Define
\begin{equation}
|u^W_{n\mathbf k}\rangle=\sum_{\mathbf R}e^{-i\mathbf k\cdot(\hat{\mathbf r}-\mathbf R)}|\mathbf Rn\rangle .
\end{equation}
The phase contains the lattice vector only, not the Wannier centre, so all matrices below are periodic in $\mathbf k$. Inner products of $u$'s are taken per cell, that is, over a crystal of $N_c$ cells and divided by $N_c$. Then
\begin{equation}
\langle u^W_n|u^W_m\rangle=\frac1{N_c}\sum_{\mathbf R'\mathbf R}e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}\langle\mathbf R'n|\mathbf Rm\rangle=\delta_{nm}.
\end{equation}
With $\partial_\alpha=\partial/\partial k_\alpha$ the conventions, for any smooth orthonormal set, are
\begin{align}
A_{\alpha,nm}&=i\langle u_n|\partial_\alpha u_m\rangle,\\
\Omega_{\alpha\beta,nm}&=i\langle\partial_\alpha u_n|\partial_\beta u_m\rangle-i\langle\partial_\beta u_n|\partial_\alpha u_m\rangle .\label{eq:def}
\end{align}
Differentiating $\langle u_n|u_m\rangle=\delta_{nm}$ gives $\langle\partial_\alpha u_n|u_m\rangle=-\langle u_n|\partial_\alpha u_m\rangle$, hence
\begin{equation}
\langle u_n|\partial_\alpha u_m\rangle=-iA_{\alpha,nm},\qquad\langle\partial_\alpha u_n|u_m\rangle=+iA_{\alpha,nm},\label{eq:signs}
\end{equation}
and $A_\alpha$ is Hermitian, because the second bracket is also the complex conjugate of $-iA_{\alpha,mn}$. Since $\partial_\alpha A_\beta=i\langle\partial_\alpha u|\partial_\beta u\rangle+i\langle u|\partial_\alpha\partial_\beta u\rangle$ and the second piece is symmetric in $\alpha,\beta$, one has $\Omega_{\alpha\beta}=\partial_\alpha A_\beta-\partial_\beta A_\alpha$ element by element. This matrix is the plain curl, without the commutator of a non-Abelian field strength. For energy eigenstates its diagonal element is the Berry curvature $\Omega_n$ of band $n$.

The operator acting on cell-periodic states is $\hat H_{\mathbf k}=e^{-i\mathbf k\cdot\hat{\mathbf r}}\hat He^{i\mathbf k\cdot\hat{\mathbf r}}$. In its matrix element the position exponentials cancel. Translation invariance gives $\langle\mathbf R'n|\hat H|\mathbf Rm\rangle=\langle\mathbf 0n|\hat H|\mathbf R-\mathbf R',m\rangle$, and the sum over $\mathbf R'$ at fixed difference cancels $1/N_c$:
\begin{equation}
H^W_{nm}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\mathbf 0n|\hat H|\mathbf Rm\rangle,\qquad
\partial_\alpha H^W_{nm}=\sum_{\mathbf R}iR_\alpha e^{i\mathbf k\cdot\mathbf R}\langle\mathbf 0n|\hat H|\mathbf Rm\rangle .\label{eq:HW}
\end{equation}
For the connection, $i\partial_\alpha$ brings down $\hat r_\alpha-R_\alpha$, so
\begin{equation}
A^W_{\alpha,nm}=\frac1{N_c}\sum_{\mathbf R'\mathbf R}e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}\langle\mathbf R'n|\hat r_\alpha-R_\alpha|\mathbf Rm\rangle .
\end{equation}
Translating both functions by $-\mathbf R'$ replaces $\hat r_\alpha$ by $\hat r_\alpha+R'_\alpha$. With $\mathbf R''=\mathbf R-\mathbf R'$ the bracket is $\langle\mathbf 0n|\hat r_\alpha|\mathbf R''m\rangle-R''_\alpha\langle\mathbf 0n|\mathbf R''m\rangle$. The second part vanishes, because the overlap is nonzero only at $\mathbf R''=0$, where the prefactor is zero. Therefore
\begin{align}
A^W_{\alpha,nm}&=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\mathbf 0n|\hat r_\alpha|\mathbf Rm\rangle,\label{eq:AW}\\
\Omega^W_{\alpha\beta,nm}&=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\,i\big(R_\alpha\langle\mathbf 0n|\hat r_\beta|\mathbf Rm\rangle-R_\beta\langle\mathbf 0n|\hat r_\alpha|\mathbf Rm\rangle\big),\label{eq:OW}
\end{align}
the second line being the curl of the first, taken term by term. Exponential decay of the real-space elements makes these sums converge exponentially, and that is the whole basis of the interpolation.

Periodicity has a consequence that limits the method. $\mathrm{Tr}\,\Omega^W$ is the curl of the smooth periodic field $\mathrm{Tr}\,A^W$, so its integral over a two-dimensional zone vanishes. A group of bands with nonzero total Chern number has no such Wannier basis and must be enlarged until the total is zero.

\section{Rotation to the Hamiltonian gauge}

Let $U(\mathbf k)$ be unitary with $U^\dagger H^WU=E=\mathrm{diag}(E_n)$, and set
\begin{equation}
|u^H_n\rangle=\sum_m|u^W_m\rangle U_{mn},\qquad\bar X=U^\dagger X^WU,\qquad\bar H_\alpha=U^\dagger(\partial_\alpha H^W)U .
\end{equation}
For an isolated group the span of the $u^W$ is invariant under $\hat H_{\mathbf k}$, so the $u^H_n$ are the true Bloch states. For entangled bands the algebra below is unchanged, because it uses only the orthonormality of the $u^W$ and the diagonalization of a matrix. It then yields the curvature of the interpolated states, which is the physical one if every state with $f_n\neq0$ equals a true Bloch state in a neighbourhood of $\mathbf k$, as inside a frozen energy window that covers all occupied levels. States with $f_n=0$ need not be eigenstates of $\hat H_{\mathbf k}$. The example below uses an isolated group, so the entangled case is argued here and not tested.

The bar denotes a rotation at fixed $\mathbf k$; $\bar A$ is not the connection of the rotated states, because $U$ depends on $\mathbf k$. Write the states as a row, $|u^H\rangle=|u^W\rangle U$. The product rule and $\partial_\alpha U=UD_\alpha$ give
\begin{equation}
|\partial_\alpha u^H\rangle=|\partial_\alpha u^W\rangle U+|u^W\rangle UD_\alpha,\qquad D_\alpha=U^\dagger\partial_\alpha U .\label{eq:du}
\end{equation}
From $\partial_\alpha(U^\dagger U)=0$ follow $D_\alpha^\dagger=-D_\alpha$ and $\partial_\alpha U^\dagger=-D_\alpha U^\dagger$. Multiplying \eqref{eq:du} by $i\langle u^H|=iU^\dagger\langle u^W|$ gives
\begin{equation}
A^H_\alpha=\bar A_\alpha+iD_\alpha .\label{eq:AH}
\end{equation}

The matrix $D$ is obtained without differentiating eigenvectors numerically. Differentiate $U^\dagger H^WU=E$, using $U^\dagger H^WU=E$ again in the outer terms:
\begin{equation}
-D_\alpha E+\bar H_\alpha+ED_\alpha=\partial_\alpha E .
\end{equation}
The $nm$ element is $\bar H_{\alpha,nm}+(E_n-E_m)D_{\alpha,nm}=\delta_{nm}\partial_\alpha E_n$, so
\begin{equation}
\partial_\alpha E_n=\bar H_{\alpha,nn},\qquad D_{\alpha,nm}=\frac{\bar H_{\alpha,nm}}{E_m-E_n}\quad(E_n\neq E_m).\label{eq:D}
\end{equation}
The diagonal $D_{nn}$ is not determined. A change of phase $U_{mn}\to U_{mn}e^{i\theta_n(\mathbf k)}$ adds $i\partial_\alpha\theta_n$ to it, so it is a matter of convention, as is the whole block of $D$ inside a multiplet that stays degenerate in a neighbourhood of $\mathbf k$; at a crossing point \eqref{eq:D} simply does not give that block.

\section{The curvature matrix}

Insert \eqref{eq:du} into the first half of \eqref{eq:def}. The bra is $U^\dagger\langle\partial_\alpha u^W|+D_\alpha^\dagger U^\dagger\langle u^W|$, and four products arise:
\begin{align}
\langle\partial_\alpha u^H|\partial_\beta u^H\rangle={}&U^\dagger\langle\partial_\alpha u^W|\partial_\beta u^W\rangle U+U^\dagger\langle\partial_\alpha u^W|u^W\rangle UD_\beta\nonumber\\
&+D_\alpha^\dagger U^\dagger\langle u^W|\partial_\beta u^W\rangle U+D_\alpha^\dagger D_\beta .
\end{align}
By \eqref{eq:signs} and $D^\dagger=-D$, the second product is $i\bar A_\alpha D_\beta$, the third is $(-D_\alpha)(-i\bar A_\beta)=iD_\alpha\bar A_\beta$, and the fourth is $-D_\alpha D_\beta$. Multiplying by $i$,
\begin{equation}
i\langle\partial_\alpha u^H|\partial_\beta u^H\rangle=iU^\dagger\langle\partial_\alpha u^W|\partial_\beta u^W\rangle U-\bar A_\alpha D_\beta-D_\alpha\bar A_\beta-iD_\alpha D_\beta .
\end{equation}
Subtract the same expression with $\alpha\leftrightarrow\beta$. The first terms combine to $\bar\Omega_{\alpha\beta}$. The mixed terms are $-\bar A_\alpha D_\beta-D_\alpha\bar A_\beta+\bar A_\beta D_\alpha+D_\beta\bar A_\alpha$; the second and third form $-[D_\alpha,\bar A_\beta]$, the fourth and first form $+[D_\beta,\bar A_\alpha]$. Hence
\begin{equation}
\Omega^H_{\alpha\beta}=\bar\Omega_{\alpha\beta}-[D_\alpha,\bar A_\beta]+[D_\beta,\bar A_\alpha]-i[D_\alpha,D_\beta].\label{eq:OH}
\end{equation}
The first term depends on position matrix elements and on $U$, the last on the Hamiltonian matrix alone, and the middle two couple the rotation to the position matrix.

The content of $\bar\Omega$ is seen by inserting $1=\hat{\mathcal P}+\hat{\mathcal Q}$ into \eqref{eq:def}, with $\hat{\mathcal P}=\sum_l|u_l\rangle\langle u_l|$ the projector on the $M$ bands. By \eqref{eq:signs} the $\hat{\mathcal P}$ part of $\langle\partial_\alpha u|\partial_\beta u\rangle$ is $(iA_\alpha)(-iA_\beta)=A_\alpha A_\beta$, so in either gauge
\begin{equation}
\Omega_{\alpha\beta}=i[A_\alpha,A_\beta]+\mathcal F_{\alpha\beta},\qquad\mathcal F_{\alpha\beta}=i\langle\partial_\alpha u|\hat{\mathcal Q}|\partial_\beta u\rangle-(\alpha\leftrightarrow\beta).\label{eq:F}
\end{equation}
The operator $\hat{\mathcal Q}$ annihilates the second term of \eqref{eq:du}, so $\mathcal F^H=\bar{\mathcal F}$. Expanding $i[\bar A_\alpha+iD_\alpha,\bar A_\beta+iD_\beta]=i[\bar A_\alpha,\bar A_\beta]-[\bar A_\alpha,D_\beta]-[D_\alpha,\bar A_\beta]-i[D_\alpha,D_\beta]$ reproduces \eqref{eq:OH}, since $-[\bar A_\alpha,D_\beta]=[D_\beta,\bar A_\alpha]$ and $\bar\Omega=i[\bar A_\alpha,\bar A_\beta]+\bar{\mathcal F}$. Virtual transitions to bands outside the Wannier group thus appear only in $\bar\Omega$, through $\bar{\mathcal F}$, without any sum over those bands. Replacing $\bar\Omega$ by $i[\bar A_\alpha,\bar A_\beta]$ would drop them.

The curvature matrix \eqref{eq:OH} of the rotated states has been derived, with virtual transitions to bands outside the Wannier group contained entirely in $\bar\Omega$. It remains to sum over bands with their occupations, to examine the gauge dependence and zone integrals of the resulting terms, and to test the method on a model.
